# Compression stiffness of a thin incompressible disc bonded between rigid plates, part 2

A soft disc of radius $R$ and thickness $h$ is bonded to two flat rigid plates, which approach each other by $\Delta$ under a compressive force $F$. The rim is free. We want the stiffness $k=F/\Delta$, also expressed as an apparent modulus $E_a=kh/(\pi R^2)$, and we write $a=R/h$. In cylindrical coordinates $z$ runs from $-h/2$ to $h/2$, and the plates impose $u_r=0$, $u_z=\mp\Delta/2$ at $z=\pm h/2$.

The material is linear and isotropic, strains are small, and at first the volume is fixed. With shear modulus $\mu$, Young modulus $E=3\mu$ and pressure $p$ positive in compression,

$$\sigma_{ij}=-p\,\delta_{ij}+2\mu\,\varepsilon_{ij},\qquad \nabla\cdot\mathbf u=0 .$$

For a thin disc, the radial displacement averaged over the thickness is $\bar u=-(h^2/12\mu)\,dp/dr$. The pressure is $p=3\mu\Delta(R^2-r^2)/h^3$, which gives the square law $E_a\simeq Ea^2/2$. The shear strain at the plate is

$$\left|\frac{\partial u_r}{\partial z}\right|_{z=h/2}=\frac{3r\Delta}{h^2}=3\,\frac rh\,\frac{\Delta}{h}.$$

With frictionless plates, $E_a=E$ for any $R/h$.

The square law rests on an estimate at the rim, so $k$ is to be enclosed between two bounds. No admissible trial displacement has less strain energy than the true one, so

$$k\le\frac{2U_{\rm trial}}{\Delta^2},$$

which gave $E_a/E\le a^2/2+6/5$. For the lower bound, let $S_{ij}$ be any symmetric stress field that is in equilibrium and leaves the rim free of traction. Let $F_S$ be the compressive force it exerts on each plate. With the deviator $s_{ij}=S_{ij}-\tfrac13\delta_{ij}S_{kk}$ and $U_c=\int s_{ij}s_{ij}\,dV/(4\mu)$,

$$k\ge\frac{F_S^2}{2U_c}.$$

It remains to choose $S_{ij}$. The results are also compared with a finite-element solution of the full axisymmetric elastic problem, which makes no thin-disc approximation.

Q: Which stress field?

A: One that resembles the thin-disc solution but lets the shear fade out at the rim. Choose a function $q(r)$ with

$$q'=-r\left[1-\left(\frac rR\right)^n\right],\qquad q(R)=0,$$

where $n>0$ is free. A common factor in the stress cancels from the bound, so I leave it out. With $L=\frac1r\frac{d}{dr}(rq')$, take

$$S_{rr}=S_{\theta\theta}=-q,\quad S_{rz}=zq',\quad S_{zz}=-q+\left(\frac{h^2}{24}-\frac{z^2}{2}\right)L .$$

Radial equilibrium reads $\partial_rS_{rr}+(S_{rr}-S_{\theta\theta})/r+\partial_zS_{rz}=-q'+0+q'=0$. Axial equilibrium reads $\frac1r\partial_r(rS_{rz})+\partial_zS_{zz}=zL-zL=0$. At the rim both $q$ and $q'$ vanish, so the traction is zero.

Q: What force does it carry?

A: At $z=h/2$ the normal load is $-S_{zz}=q+h^2L/12$. The second part integrates to zero, because $\int L\,dA=2\pi Rq'(R)=0$. Integrating the first part by parts,

$$F_S=\int_0^Rq\,2\pi r\,dr=-\pi\int_0^Rr^2q'\,dr=\pi R^4\left(\frac14-\frac1{n+4}\right)=\frac{\pi R^4n}{4(n+4)} .$$

For $U_c$, let $D=(h^2/24-z^2/2)L$. The deviator has diagonal entries $-D/3,-D/3,2D/3$, whose squares add to $2D^2/3$. The shear contributes $2z^2q'^2$. The thickness integrals are

$$\int\left(\frac{h^2}{24}-\frac{z^2}{2}\right)^2dz=h^5\left(\frac1{576}-\frac1{288}+\frac1{320}\right)=\frac{h^5}{720},\qquad\int z^2dz=\frac{h^3}{12}.$$

For the radial integrals use $L=-[2-(n+2)(r/R)^n]$ and $x=r/R$:

$$\int L^2dA=2\pi R^2\left[2-4+\frac{(n+2)^2}{2(n+1)}\right]=\frac{\pi R^2n^2}{n+1},$$

$$\int q'^2dA=2\pi R^4\left[\frac14-\frac2{n+4}+\frac1{2(n+2)}\right]=\frac{\pi R^4n^2}{2(n+2)(n+4)} .$$

Together,

$$U_c=\frac{\pi n^2}{4\mu}\left[\frac{R^2h^5}{1080(n+1)}+\frac{R^4h^3}{12(n+2)(n+4)}\right].$$

Put this into $F_S^2/(2U_c)$ and take the second term in the bracket out as a factor:

$$k\ge\frac{3\pi\mu R^4}{2h^3}\;\frac{n+2}{n+4}\left[1+\frac{(n+2)(n+4)}{90(n+1)a^2}\right]^{-1}.$$

The first factor is the thin-disc stiffness.

Q: So you choose $n$ to make the rest close to one.

A: Yes. For large $n$ the relative loss is about $2/n+n/(90a^2)$. The first part comes from flattening the pressure near the rim, which costs more in $F_S^2$ than it saves in shear energy. The second is the price of cutting off the shear too abruptly. Setting the derivative $-2/n^2+1/(90a^2)$ to zero gives $n=\sqrt{180}\,a$ and a loss of about $0.30/a$. Hence, for large $a$,

$$1-\frac{0.30}{a}+O(a^{-2})\;\le\;\frac{E_a}{Ea^2/2}\;\le\;1+\frac{12}{5a^2}.$$

Both sides tend to one. This proves the square law for the incompressible disc, and confirms that the rim changes it by a relative amount of order $h/R$ at most.

Q: How close is it for discs of ordinary proportions?

A: The table lists $E_a/E$. The column "full" is the finite-element solution, and the lower bound is evaluated with $n=\sqrt{180}\,a$:

| $a$ | $a^2/2$ | lower | full | upper |
|---|---|---|---|---|
| 3 | 4.50 | 4.07 | 5.36 | 5.70 |
| 6 | 18.00 | 17.12 | 18.56 | 19.20 |
| 12 | 72.00 | 70.23 | 71.95 | 73.20 |
| 24 | 288.00 | 284.44 | 286.73 | 289.20 |
| 48 | 1152.00 | 1144.86 | 1148.30 | 1153.20 |

Between $a=24$ and $48$ the exponent of growth is 2.002. The full value starts above $a^2/2$ and ends below it. From $a=12$ to 24 to 48 the difference from $a^2/2$ goes from $-0.05$ to $-1.27$ to $-3.70$ (a finer mesh moves the last figure to $-3.71$ and the table entry to 1148.29), which suggests a correction of about $-0.1a$ plus a positive constant. I read that form from the numbers and have not derived it. The bounds do allow it.

Q: No solid is truly incompressible. With pressures this much larger than the shear stresses, does that not matter?

A: It matters sooner than one might expect. Let the bulk modulus be $K\gg\mu$, so that $\nabla\cdot\mathbf u=-p/K$. The volume given up inside radius $r$ now partly leaves and is partly absorbed:

$$\pi r^2\Delta=2\pi rh\,\bar u+\int_0^r\frac pK\,h\,2\pi r'dr' .$$

Differentiate with respect to $r$ and divide by $2\pi rh$:

$$\frac\Delta h=\frac1r\frac{d}{dr}(r\bar u)+\frac pK .$$

The relation $\bar u=-(h^2/12\mu)\,dp/dr$ still holds to leading order, since the volume change alters the radial force balance by a relative amount of order $\mu/K$. Inserting it gives

$$\frac1r\frac{d}{dr}\left(r\frac{dp}{dr}\right)-\frac{12\mu}{Kh^2}\,p=-\frac{12\mu\Delta}{h^3}.$$

A particular solution is $p=K\Delta/h$. The homogeneous solution that is finite on the axis is the modified Bessel function $I_0(\lambda r)$, with $\lambda^2=12\mu/(Kh^2)$. With $p(R)=0$,

$$p=\frac{K\Delta}{h}\left[1-\frac{I_0(\lambda r)}{I_0(\lambda R)}\right].$$

Let $x=\lambda R=a\sqrt{12\mu/K}$. The average of $I_0(\lambda r)$ over the disc is $2I_1(x)/x$, and $I_0-2I_1/x=I_2$. Therefore

$$E_a=K\left[1-\frac{2I_1(x)}{xI_0(x)}\right]=K\,\frac{I_2(x)}{I_0(x)} .$$

Q: Does that return the square law?

A: For small $x$, $I_2\simeq\frac{x^2}8\left(1+\frac{x^2}{12}\right)$ and $I_0\simeq1+\frac{x^2}4$. So

$$E_a\simeq\frac{Kx^2}{8}\left(1-\frac{x^2}{6}\right)=\frac{3\mu a^2}{2}\left(1-\frac{2\mu a^2}{K}\right).$$

The leading term is the square law again. For large $x$ the ratio $I_1/I_0$ tends to one and $E_a$ tends to $K$, to leading order in $\mu/K$. It is then easier to compress the material than to push it out. The square law needs

$$1\ll a\ll\sqrt{\frac{K}{12\mu}} .$$

For $K/\mu=1000$ the right side is 9.13. There the Bessel formula already lies 14 % below the square law, so for this ratio the window is practically closed: between $a=3$ and 12 the exponent of growth of the full solution does not exceed about 1.8. With $\mu=2$ MPa, the full solution at $a=12$ gives 337.1 MPa and the Bessel formula 336.0 MPa, while the square law would give $6\times72=432$ MPa. Between $a=24$ and 48 the exponent has dropped to 0.69.

Q: Give me a disc I could hold.

A: Take a solid, unfoamed polyurethane disc between steel plates, as might serve as a compliant mount in a polishing head. Rough typical values are $R=12$ mm, $h=2$ mm, $\mu=2$ MPa, $K=2000$ MPa and a mean pressure of 30 kPa. Then $a=6$, $E=6$ MPa, and the square law gives

$$E_a=6\ \text{MPa}\times\frac{6^2}{2}=108\ \text{MPa}.$$

The area is $\pi(12\ \text{mm})^2=452\ \text{mm}^2$, so the force is 13.6 N and the stiffness is

$$k=\frac{108\ \text{N/mm}^2\times452\ \text{mm}^2}{2\ \text{mm}}=24.4\ \text{N}/\mu\text{m}.$$

The full solution with finite $K$ gives $E_a=104$ MPa and $k=23.6$ N/µm. The disc is compressed by

$$\Delta=\frac{0.030\ \text{MPa}\times2\ \text{mm}}{104.2\ \text{MPa}}=0.58\ \mu\text{m}.$$

Between frictionless plates the same disc under the same pressure would yield by 10 µm.

Q: The square law is off by less than 4 %. Is it that good at $a=6$?

A: Partly by cancellation. Without compressibility the full value is 111.3 MPa, which is 3.1 % above the square law. Finite $K$ lowers that value by 6.4 %. The small-$x$ estimate, with $x=0.657$, is $x^2/6=7.2\,\%$. At $a=3$ compressibility matters less, but the disc is too thick: the full value is 31.6 MPa against 27 MPa from the square law. At $a=12$ compressibility dominates. For this ratio $K/\mu$ no disc in the table follows the square law closely for the right reason.

Q: What else have you left out?

A: For this load the largest shear strain that the interior formula gives near the rim is $3a\Delta/h=0.52\,\%$, so small-strain theory is reasonable away from the sharp corners. Steel plates 10 mm thick with modulus 200 GPa, treated as uniformly squeezed columns, shorten by 3.0 nm in total, or 0.52 % of the disc's compression. Bending of the plates is not included in that figure and depends on how they are supported.

Temperature is more serious. If warming by 20 K lowers $\mu$ by 20 %, a rough assumption, $E_a$ falls from 104 to 84 MPa. The fall is slightly less than 20 % because a softer disc has a smaller $x$.

Q: The disc also expands when warm. Does the bond hold that back?

A: Yes. If the plates keep their size, the bonded faces cannot widen, and the expansion goes mostly into thickness. Let uniform heating produce a volumetric strain $\theta$ in an otherwise incompressible disc, with the load unchanged. Call the resulting extra stress and strain $\sigma^{(2)},\varepsilon^{(2)}$, with zero net plate force, and let the gap open by $g$. Let state 1 be the cold disc compressed by $\Delta$ under $F$. The work of the stress of state 1 on the displacements of state 2 is

$$\int\sigma^{(1)}_{ij}\varepsilon^{(2)}_{ij}\,dV=-Fg .$$

On the left, $\sigma^{(1)}_{ij}=-p\,\delta_{ij}+2\mu\varepsilon^{(1)}_{ij}$. Its pressure part gives $-\theta\int p\,dV$, because $\varepsilon^{(2)}$ has trace $\theta$. The remaining part, $2\mu\int\varepsilon^{(1)}_{ij}\varepsilon^{(2)}_{ij}dV$, equals $\int\sigma^{(2)}_{ij}\varepsilon^{(1)}_{ij}dV$, because $\varepsilon^{(1)}$ has no trace. That is the work of a zero plate force, so it vanishes. Hence $Fg=\theta\int p\,dV$.

To find the pressure integral, note that every cross-section carries the force $F$, so $\int\sigma_{zz}dV=-Fh$. Also $\int\varepsilon_{zz}dV=-\pi R^2\Delta$. With $\sigma_{zz}=-p+2\mu\varepsilon_{zz}$,

$$\int p\,dV=Fh-2\mu\pi R^2\Delta=Fh\left(1-\frac{2\mu}{E_a}\right),\qquad g=\theta h\left(1-\frac{2\mu}{E_a}\right).$$

For frictionless plates $E_a=3\mu$ and $g=\theta h/3$, the free linear expansion. For the bonded incompressible disc at $a=6$ the factor is 0.964. A separate finite-element calculation, which finds the force of a heated disc at fixed gap and divides it by the stiffness, gives the same factor.

With a rough linear expansion of $1.5\times10^{-4}$ per kelvin, $\theta=3\times1.5\times10^{-4}\times20=0.009$ and $g=17$ µm for plates that do not expand. That is about thirty times the compression under load. Steel plates warmed together with the disc widen a little, which lowers $g$ by about 0.9 µm for a rough steel expansion of $1.2\times10^{-5}$ per kelvin. The finite $K$ of the example changes the factor only to 0.962. It shifts the gap and is separate from the stiffness.

Q: Can I apply the square law to the polishing pad itself?

A: Not if the pad is foamed. Pores let the material give up volume, so little has to flow outward. Take a Poisson ratio $\nu=0.3$ as a rough value, and treat the foam as a uniform linear solid. The field $u_r=0$, $u_z=-z\Delta/h$ is now an admissible trial, and the minimum-energy argument carries over because the energy is still a positive quadratic form. So $E_a$ cannot exceed the modulus for compression without widening. Hooke's law with zero lateral strain gives $\sigma_{rr}=\nu\sigma_{zz}/(1-\nu)$, and then

$$\varepsilon_{zz}=\frac{\sigma_{zz}-2\nu\sigma_{rr}}{E}=\frac{\sigma_{zz}}{E}\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.$$

The limit is therefore

$$\frac{E_a}{E}\le\frac{1-\nu}{(1+\nu)(1-2\nu)}=\frac{0.7}{1.3\times0.4}=1.346 .$$

The full solution gives 1.300 at $a=6$ and 1.335 at $a=24$. At $a=6$ the square law would say 18, too large by a factor of about fourteen.

Q: How does the solid disc of your example compare with real mounts?

A: The dimensions, load and moduli are meant to lie in the range of soft solid polyurethane parts, but grades differ widely and the values are rough. Real polyurethane is also viscoelastic, so $\mu$ depends on loading time and temperature. In the square-law range a change in $\mu$ passes in proportion to $E_a$. Above, a 20 % softening moved it by 19 %. A compliant glue layer or partial debonding would allow some sliding and lower the stiffness. The extreme case of free sliding takes $E_a$ from 104 MPa down to 6 MPa. I have not calculated the cases between.

Q: What would a designer take from this?

A: That a soft material does not by itself make a soft mount. If the gap of the example were held fixed and made 1 µm too small, the mean pressure would rise by $30\ \text{kPa}\times1/0.576=52$ kPa, more than the working pressure. For a solid, nearly incompressible disc that is well bonded and lies inside the window for $a$, a thicker or narrower disc softens the mount as $R^4/h^3$ at fixed $\mu$. Outside those conditions the exponents change. The example disc has no such window around it. By the finite-$K$ values, doubling its radius from $a=6$ to $a=12$ multiplies $k$ by about 13, not 16. Halving the radius divides $k$ by about 13, not 16, and doubling the thickness divides it by about 6.6, not 8. The numerical output below gives the values for the other ratios.

## Computed results

```
Incompressible disc, E_a/E (dimensionless)
  R/h   a^2/2    lower    full     upper
    3     4.50     4.07     5.36     5.70
    6    18.00    17.12    18.56    19.20
   12    72.00    70.23    71.95    73.20
   24   288.00   284.44   286.73   289.20
   48  1152.00  1144.86  1148.30  1153.20
Exponent of growth, R/h 24 to 48: 2.002
Relative change on finer mesh, R/h = 6: 3.9e-05
Radial displacement error inside, R/h = 24: 4.5e-08 of peak
Pressure error inside, R/h = 24: 0.39 % of peak
Central over mean pressure, R/h = 24: 2.000
E_a/E with frictionless plates, R/h = 6: 1.0000
Finite K, K/mu = 1000: E_a in MPa for the example mu
  R/h    full   formula
    3     31.6     26.5
    6    104.2    100.8
   12    337.1    336.0
   24    815.8    815.8
   48   1316.8   1316.1
Exponent with finite K, R/h 24 to 48: 0.69
R/h at which x = 1: 9.13
Example: solid polyurethane disc, rough inputs
R = 12 mm, h = 2 mm, R/h = 6
mu = 2 MPa, E = 6 MPa, K = 2000 MPa
Mean pressure = 30 kPa, force = 13.57 N
E_a by square law = 108.0 MPa
E_a full, incompressible = 111.3 MPa
E_a full, finite K = 104.2 MPa
Stiffness by square law = 24.43 N/um
Stiffness full, finite K = 23.57 N/um
Compression, finite K = 0.576 um
Compression with frictionless plates = 10.00 um
x = 0.657, loss estimate x^2/6 = 7.2 %
Loss from finite K, full = 6.4 %
Rim correction to square law = 3.1 %
Wall shear strain near rim = 0.52 %
Steel plates: E = 200 GPa, 10 mm each, squeeze 3.0 nm = 0.52 % of disc
Warming 20 K, mu lower by 20 %: E_a = 84.4 MPa
Expansion 1.5e-04 1/K: gap factor 0.9641 (formula 0.9641), gap opens 17.4 um
Foamed pad, Poisson ratio 0.3: E_a/E = 1.300 at R/h 6, 1.335 at 24, limit 1.346
```
